\section*{How hydrogen clears a silicon dangling-bond level from the gap}

\section{A surface atom with one bond missing}

A silicon atom in the crystal has four neighbours. At a surface it may have three, and the hybrid orbital that points outward then has no partner. Its energy lies between those of the bonding and antibonding states of the bulk, so it can give a level in the band gap, where it traps electrons and holes. Wet etching in hydrofluoric acid leaves such atoms bonded to hydrogen, and the gap level is then expected to be gone. But a coupling between two orbitals only pushes their levels apart. How strong must it be to push both out of the gap?

Let $|d\rangle$ be the dangling orbital, $|h\rangle$ the hydrogen orbital of energy $e_h$, and $H_0$ the one-electron Hamiltonian of the silicon without hydrogen. The model is
\begin{equation}
H=H_0+e_h|h\rangle\langle h|-t\big(|h\rangle\langle d|+|d\rangle\langle h|\big),\qquad t>0 .
\label{H}
\end{equation}
The orbitals are orthogonal and real, the atoms are fixed, and $e_h$ and $H_0$ do not change when charge moves. The gap runs from $E_v$ to $E_c$. The clean silicon has one bound state $|\phi\rangle$ in it, at energy $E_d$, with weight $Z=\langle d|\phi\rangle^2>0$ on the dangling orbital. The rest of $|\phi\rangle$ lies on deeper atoms. Define
\begin{equation}
G(E)=\langle d|(E-H_0)^{-1}|d\rangle=\frac{Z}{E-E_d}+\sum_{n}\frac{\langle d|n\rangle^2}{E-E_n},
\label{G}
\end{equation}
where $n$ runs over the band states (an integral for an infinite crystal). The result to be derived is that the gap is free of bound states when
\begin{equation}
t^2G(E_c)>E_c-e_h\quad\text{and}\quad -t^2G(E_v)>e_h-E_v ,
\label{crit}
\end{equation}
and contains at least one if either inequality is reversed. The values of $G$ at the edges are limits taken from inside the gap. Equality is the threshold at which a level just reaches a band edge.

\section{First derivation: eliminate the crystal}

Write an eigenstate as $c_h|h\rangle+|\psi\rangle$, with $|\psi\rangle$ in the silicon and $c_d=\langle d|\psi\rangle$. The hydrogen and silicon parts of the eigenvalue equation are
\begin{align}
(E-e_h)c_h&=-t\,c_d, \label{eqh}\\
(E-H_0)|\psi\rangle&=-t\,c_h|d\rangle. \label{eqsi}
\end{align}

The old level $E_d$ is not an eigenvalue for any $t>0$. At $E=E_d$, the projection of \eqref{eqsi} on $|\phi\rangle$ gives $0=-tc_h\langle\phi|d\rangle$, so $c_h=0$. Then $|\psi\rangle$ is proportional to $|\phi\rangle$, while \eqref{eqh} demands $c_d=0$, which contradicts $Z>0$.

At any other energy in the gap $E-H_0$ can be inverted. Equation \eqref{eqsi} gives $|\psi\rangle=-tc_h(E-H_0)^{-1}|d\rangle$, and its component on $d$ is $c_d=-tc_hG(E)$. Here $c_h\neq0$, since otherwise the whole state would vanish. Inserting $c_d$ in \eqref{eqh} and dividing by $c_h$ gives
\begin{equation}
f(E)\equiv E-e_h-t^2G(E)=0 .
\label{f}
\end{equation}
Differentiating \eqref{G} term by term shows that
\begin{equation}
f'(E)=1+t^2\left[\frac{Z}{(E-E_d)^2}+\sum_n\frac{\langle d|n\rangle^2}{(E-E_n)^2}\right]>0 .
\end{equation}
Thus $f$ rises on each side of $E_d$. Just below $E_d$ the pole makes $G\to-\infty$ and $f\to+\infty$; just above it, $f\to-\infty$. Between $E_v$ and $E_d$ there is therefore no root if $f(E_v)>0$, and one root if $f(E_v)<0$. Between $E_d$ and $E_c$ there is no root if $f(E_c)<0$, and one if $f(E_c)>0$. The two conditions for an empty gap, $f(E_v)>0$ and $f(E_c)<0$, are the inequalities \eqref{crit}.

\subsection*{The isolated pair}

If $d$ is cut off from the crystal and has energy $e_d$, then $G=1/(E-e_d)$. Multiplying \eqref{f} by $E-e_d$ gives
\begin{equation}
(E-e_d)(E-e_h)-t^2=0,
\end{equation}
or $E^2-(e_d+e_h)E+e_de_h-t^2=0$. Since $(e_d+e_h)^2-4e_de_h=(e_d-e_h)^2$, the roots are
\begin{equation}
E_\pm=\frac{e_d+e_h}{2}\pm\sqrt{\left(\frac{e_d-e_h}{2}\right)^2+t^2}.
\label{pair}
\end{equation}
The square root exceeds $|e_d-e_h|/2$, so $E_-$ lies below both orbital energies and $E_+$ above both. Equation \eqref{eqh} gives $c_d=-(E-e_h)c_h/t$. At $E_-$ the two amplitudes have the same sign, which with the coupling $-t$ lowers the energy: this is the bonding state. At $E_+$ they have opposite signs, and the state is antibonding.

For $E_v<e_d<E_c$, multiply the first inequality in \eqref{crit} by $E_c-e_d>0$ and the second by $e_d-E_v>0$. The conditions become
\begin{equation}
t^2>(E_c-e_d)(E_c-e_h),\qquad t^2>(e_d-E_v)(e_h-E_v).
\label{paircrit}
\end{equation}
If both orbitals lie at midgap, $t$ must exceed half the gap. If $e_h<E_v$, the second condition holds automatically, and the antibonding level decides.

\subsection*{Weak and strong coupling to a real surface}

For small $t$ and $e_h$ well away from $E_d$, the pole dominates $G$ near $E_d$. Then $E-e_h\simeq t^2Z/(E-E_d)$, and replacing $E$ by $E_d$ on the left gives
\begin{equation}
E-E_d\simeq\frac{t^2Z}{E_d-e_h}.
\label{weak}
\end{equation}
A weakly bound hydrogen shifts the gap level without removing it. The shift carries the factor $Z$ because only that part of the gap state touches the hydrogen.

For very large $t$, division of \eqref{f} by $t^2$ shows that any level remaining at finite energy approaches a zero of $G$. For a finite crystal, the cofactor formula for an inverse matrix gives $G(E)=\det(E-H_0')/\det(E-H_0)$, where $H_0'$ is the silicon with orbital $d$ deleted. The hydrogen has then bound $d$ so tightly that the crystal behaves as if $d$ were absent. If deleting $d$ leaves a state in the gap that couples to $d$, then $G$ has a zero at its energy, and for sufficiently large $t$ a level lies in the gap near that energy. Making the coupling still stronger does not remove it.

\section{Second derivation: count the levels}

The same condition follows without solving for any level. Take a finite crystal and an energy $E$ that is not a level of $H_0$. For a real vector $|\Psi\rangle=x|h\rangle+|\psi\rangle$,
\begin{equation}
\langle\Psi|H-E|\Psi\rangle=(e_h-E)x^2-2tx\langle d|\psi\rangle+\langle\psi|(H_0-E)|\psi\rangle .
\label{Q}
\end{equation}
To remove the cross term, set $|\psi\rangle=|\chi\rangle+x|u\rangle$ with $(H_0-E)|u\rangle=t|d\rangle$. The last two terms become
\begin{align}
\langle\psi|(H_0-E)|\psi\rangle&=\langle\chi|(H_0-E)|\chi\rangle+2tx\langle d|\chi\rangle+tx^2\langle d|u\rangle,\\
-2tx\langle d|\psi\rangle&=-2tx\langle d|\chi\rangle-2tx^2\langle d|u\rangle .
\end{align}
The terms linear in $x$ cancel. Since $\langle d|u\rangle=t\langle d|(H_0-E)^{-1}|d\rangle=-tG(E)$, the sum is
\begin{equation}
\langle\Psi|H-E|\Psi\rangle=\langle\chi|(H_0-E)|\chi\rangle-f(E)\,x^2,
\label{square}
\end{equation}
with the same $f$ as in \eqref{f}.

The number $N(E)$ of levels of $H$ below $E$ is the largest dimension of a subspace on which the form \eqref{Q} is negative. The eigenvectors below $E$ span such a subspace. Any subspace of larger dimension contains a nonzero vector built from the remaining eigenvectors, on which the form is not negative. The change of variables from $(x,\psi)$ to $(x,\chi)$ is invertible and preserves dimensions, so the count can be read from the right side of \eqref{square}. With $N_0(E)$ the number of levels of $H_0$ below $E$,
\begin{equation}
N(E)=N_0(E)+\theta(E),\qquad
\theta(E)=\begin{cases}1,&f(E)>0,\\0,&f(E)\le0.\end{cases}
\label{count}
\end{equation}

Choose $a$ and $b$ in the gap with $a<E_d<b$. Then $N_0(b)-N_0(a)=1$, and the number of levels with $a\le E<b$ is
\begin{equation}
N(b)-N(a)=1+\theta(b)-\theta(a).
\end{equation}
It vanishes only for $\theta(a)=1$ and $\theta(b)=0$. Requiring also that $b$ itself is not a level excludes $f(b)=0$. The window $[a,b]$ is therefore empty exactly when $f(a)>0$ and $f(b)<0$. Moving $a$ and $b$ to the band edges gives \eqref{crit}.

This window form was tested on 2000 random six-orbital hosts. The window was empty in 409 cases, and the criterion gave the right answer in all 2000.

The count also settles the filling. If the clean silicon has $N_v$ valence states, an emptied gap leaves $N_v+1$ states below it. The neutral system has $2N_v$ valence electrons, one electron from the dangling orbital and one from hydrogen. These $2N_v+2$ electrons fill the lower set, with two spins per state.

If the clean window holds $m$ levels, the same subtraction gives $m+\theta(b)-\theta(a)\ge m-1$. One hydrogen orbital can remove at most one level. With the atoms held fixed, a surface atom with two dangling orbitals and two gap levels needs at least two hydrogen orbitals. A reconstruction, such as dimer formation on Si(100), changes $H_0$ and with it the number of gap levels to be removed.

\section{What each derivation assumes}

Both derivations use the one-electron Hamiltonian \eqref{H}. Neither needs the hydrogen to touch $d$ alone: if $-t|d\rangle$ is replaced by a general coupling vector $|g\rangle$ in the silicon, $t^2G$ becomes $\langle g|(E-H_0)^{-1}|g\rangle$ and the steps are unchanged, with $\langle g|\phi\rangle\neq0$ in place of $Z>0$. Orthogonality matters more. With an overlap $s$ between $h$ and $d$ only, $t$ is replaced by $t+sE$ in \eqref{f}, and by $t+sE_c$ and $t+sE_v$ in \eqref{crit}. The overlap of a silicon hybrid with a hydrogen $1s$ orbital at the bond length is large, about $0.6$ to $0.7$, so $t$ and $e_h$ in \eqref{H} must be read as effective parameters of orthogonalized orbitals.

The first derivation assumes that the gap state has weight on $d$, and it uses the pole and the slope of $G$. In return it gives the energies and amplitudes of the levels, and it applies directly to an infinite crystal. The second assumes a finite number of levels, so an infinite crystal enters as a limit at fixed $a$ and $b$. It needs neither the pole nor the slope for the window criterion, and it handles several gap levels, but it does not say where a remaining level lies. The slope found in the first derivation is what allows strict inequalities at the band edges to cover all windows inside the gap.

On a periodic surface with one dangling orbital per cell, the argument applies at each surface wave vector where the clean surface has one gap state with weight on $d$, with its own $G$, $e_h$, $t$ and projected gap. Where the clean surface has no gap state, \eqref{crit} does not apply, and the levels must be counted anew. Clearing the gap at one wave vector does not guarantee that it is clear at the others.

\section{A crystal that can be solved}

Consider a chain of atoms with two hybrids each, all at energy zero. The coupling is $-v$ within an atom and $-w$ across a bond, with $w>v>0$. The chain begins with the dangling hybrid $d$. This keeps the competition between bonds and intra-atomic coupling, but not the three-dimensional bands of silicon.

At $E=0$, the equation on $d$ makes the amplitude on the inner hybrid of the first atom vanish. The equation on the first hybrid of each later atom then makes the amplitude on the second hybrid of that atom vanish too. The equation on the inner hybrid of the first atom is $-vc_d-wc_b=0$, where $b$ is the next hybrid across the bond. Hence $c_b=-(v/w)c_d$, and the amplitude falls by this factor from atom to atom. Normalization, $c_d^2\sum_{j\ge0}(v/w)^{2j}=1$, gives
\begin{equation}
E_d=0,\qquad Z=1-\frac{v^2}{w^2}.
\end{equation}

To find $G$, note that attaching an orbital to the end of a system gives it the Green function $1/f$, by the elimination used above with a unit source on that orbital. With $F$ the end Green function of the chain that starts at the inner hybrid,
\begin{equation}
G=\frac{1}{E-v^2F},\qquad F=\frac{1}{E-w^2G}.
\end{equation}
Substituting $F$ and multiplying out gives $G[E(E-w^2G)-v^2]=E-w^2G$, or
\begin{equation}
Ew^2G^2-(E^2+w^2-v^2)G+E=0 .
\end{equation}
The discriminant factorizes:
\begin{equation}
D=(E^2+w^2-v^2)^2-4E^2w^2=\big[E^2-(w+v)^2\big]\big[E^2-(w-v)^2\big].
\end{equation}
It is negative in the bands, where $G$ is complex. The gap edges are $\pm\Delta$ with $\Delta=w-v$, and the outer band limits are $\pm W$ with $W=w+v$. In the gap,
\begin{equation}
G(E)=\frac{E^2+w^2-v^2+\sqrt{D}}{2Ew^2}.
\end{equation}
The plus sign is required because it gives the pole $Z/E$ at $E\to0$; the minus sign gives none. At $E=\Delta$ the root vanishes. With $w^2-v^2=\Delta W$ and $\Delta+W=2w$,
\begin{equation}
G(\Delta)=\frac{\Delta^2+\Delta W}{2\Delta w^2}=\frac1w,\qquad G(-\Delta)=-\frac1w .
\end{equation}
The criterion \eqref{crit} becomes $t^2>w(\Delta-e_h)$ and $t^2>w(\Delta+e_h)$, that is,
\begin{equation}
t^2>w(\Delta+|e_h|),
\label{chain}
\end{equation}
whereas the isolated pair with $e_d=0$ requires $t^2>\Delta(\Delta+|e_h|)$. The pair model underestimates the critical $t$ by the factor $\sqrt{w/\Delta}$, which is large when the gap is small compared with the bond coupling.

\section{Numbers for a small gap}

Take $w=0.12$, $v=0.10$ and $e_h=-0.05$ hartree. Then $\Delta=0.02$ hartree, and the gap is $0.04$ hartree (1.09 eV), roughly that of silicon. Only the gap is matched: the other numbers are illustrative and are not silicon values. An $sp^3s^*$ tight-binding model of the ideal Si(111) surface gives $Z$ of about $0.6$ to $0.7$, twice the value in this chain, and a critical $t$ about $1.3$ to $1.5$ times the pair estimate instead of $2.45$ times. The hydrogen level lies below the valence edge, so the antibonding level decides. The critical couplings are
\begin{align}
t_{\rm pair}&=\sqrt{0.02\times0.07}=0.0374\ \text{hartree}\ (1.02\ \text{eV}),\\
t_{\rm chain}&=\sqrt{0.12\times0.07}=0.0917\ \text{hartree}\ (2.49\ \text{eV}).
\end{align}

The difference can be read from $G(E_c)$. An isolated orbital would give $1/0.02=50$ hartree$^{-1}$. In the chain, $Z=0.306$ reduces the pole term to $15.3$. The valence states add $3.3$ and the conduction states subtract $10.2$, leaving $8.3$ hartree$^{-1}$. The gap state is thus only partly on $d$, and the conduction states push the antibonding level back down.

At $t=0.06$ hartree the pair formula gives
\begin{equation}
E_+=-0.025+\sqrt{0.025^2+0.06^2}=0.040\ \text{hartree},
\end{equation}
well above $E_c=0.020$ hartree. Diagonalizing a chain of 600 cells instead finds a level at $0.0147$ hartree, still in the gap, with opposite signs on $h$ and $d$. At $t=0.02$ hartree the weak-coupling estimate \eqref{weak} gives $0.0004\times0.306/0.05=0.0024$ hartree, against $0.0023$ hartree from the chain.

At $t=0.12$ hartree the gap is empty, with 601 states on each side. This does not mean that two discrete levels now sit outside the gap. Below the valence band $f$ rises from $-\infty$, so a discrete level exists there only if $f(-W)>0$. Above the conduction band $f$ rises to $+\infty$, and a level requires $f(W)<0$. Since $D=0$ at $\pm W$, $G(\pm W)=\pm(W+\Delta)/(2w^2)=\pm1/w$, and the conditions are
\begin{equation}
t^2>w(W+e_h)\ \text{(below)},\qquad t^2>w(W-e_h)\ \text{(above)}.
\end{equation}
They require $t>0.143$ and $t>0.180$ hartree. At $0.12$ hartree the bonding and antibonding character is therefore spread over band states. This is a statement about the chain at this coupling. An orthogonalized minimal-basis estimate of the Si--H coupling in SiH$_4$ is larger, about $0.24$ to $0.29$ hartree depending on the basis, which in the chain would clear the gap easily and give discrete levels outside both bands. The largest weight of the Si--H pair in any one state is $0.0030$, and it is $0.0061$ in a chain half as long, as expected for extended states.

The pair weight below the gap is centred at $-0.150$ hartree and that above at $0.113$ hartree, with standard deviations of about $0.05$ hartree in bands $0.20$ hartree wide. The pair formula gives $-0.148$ and $0.098$ hartree. In this chain it locates the lower centre well and the upper one to about 15\%, although it misses the threshold by the factor $2.45$, a failure made large by the small $Z$.

The bond order $B=2\sum_{\rm occ}c_hc_d$, which is 1 for an equally shared pair, measures the net bonding. Let $S(t)$ be the sum of the lowest $N_v+1$ energies. First-order perturbation theory gives $dS/dt=-2\sum_{\rm occ}c_hc_d=-B$. Now $S$ is the minimum, over subspaces of that dimension, of a trace linear in $t$, so it is concave. It is also even, because reversing the sign of $|h\rangle$ reverses $t$. It cannot rise for $t>0$, and hence $B\ge0$. At $t=0.12$ hartree, $B=0.87$. The filled states between $e_h=-0.05$ hartree and the valence edge have $c_hc_d<0$ by \eqref{eqh}, but the deeper states outweigh them. The numerical output lists the remaining values.

\section*{Computed values}
\begin{verbatim}
bond coupling w = 0.120 hartree
intra-atomic coupling v = 0.100 hartree
hydrogen level e_h = -0.050 hartree
valence edge E_v = -0.020 hartree
conduction edge E_c = 0.020 hartree
gap = 0.040 hartree = 1.088 eV
outer band limits = -/+ 0.220 hartree
cells in chain N = 600 (dimensionless)
midgap-state weight on dangling orbital Z = 0.3056 (dimensionless)
G(E_c), pole part = 15.2778 1/hartree
G(E_c), valence part = 3.2786 1/hartree
G(E_c), conduction part = -10.2230 1/hartree
G(E_c), total = 8.3333 1/hartree
G(E_c), isolated orbital = 50.0000 1/hartree
critical t, two levels = 0.03742 hartree = 1.018 eV
critical t, chain = 0.09165 hartree = 2.494 eV
critical t, chain with e_h = 0: 0.04899 hartree
critical t, two levels with e_h = 0: 0.02000 hartree
critical t for level below valence band = 0.14283 hartree
critical t for level above conduction band = 0.18000 hartree
chain gap level at t = 0.02 hartree: 0.002329 hartree
chain gap level at t = 0.04 hartree: 0.008112 hartree
chain gap level at t = 0.06 hartree: 0.014681 hartree
chain gap level at t = 0.08 hartree: 0.019215 hartree
chain gap level at t = 0.10 hartree: none
two-level bonding energy at t = 0.06 hartree: -0.09000 hartree
two-level antibonding energy at t = 0.06 hartree: 0.04000 hartree
two-level bonding energy at t = 0.12 hartree: -0.14758 hartree
two-level antibonding energy at t = 0.12 hartree: 0.09758 hartree
weak coupling, gap level from Green function = 0.014681 hartree
weak coupling, Si-H pair weight of gap state = 0.3010 (dimensionless)
strong coupling, states in gap = 0 (dimensionless)
strong coupling, states below gap = 601 (dimensionless)
strong coupling, states above gap = 601 (dimensionless)
strong coupling, pair weight below gap = 1.0485 (dimensionless)
strong coupling, pair weight above gap = 0.9515 (dimensionless)
strong coupling, pair centroid below gap = -0.15036 hartree
strong coupling, pair centroid above gap = 0.11314 hartree
strong coupling, pair spread below gap = 0.04952 hartree
strong coupling, pair spread above gap = 0.05468 hartree
strong coupling, largest pair weight in one state = 0.00304 (dimensionless)
same for half the chain length = 0.00605 (dimensionless)
strong coupling, Si-H bond order, both spins = 0.8714 (dimensionless)
random hosts with empty window = 409 of 2000 (dimensionless)
\end{verbatim}
